# MRMP2 as an Uncontracted Sum, Compared with CASPT2

Suppose that a zeroth-order Hamiltonian is built outside the reference space from orbital energies alone, as $F_d=\sum_p\varepsilon_p\hat n_p$. This operator is unchanged when each orbital is given its own phase, $a_{p\sigma}\to e^{i\theta_p}a_{p\sigma}$, so it conserves every orbital occupation separately and cannot mix configurations with different occupations. A second-order energy must also be quadratic in the perturbation and have the dimension of an energy. A natural contribution from each external configuration $I$ is therefore a squared coupling divided by an energy. The simplest such form that is unchanged by a shift of the energy zero is

$$E_2=-\sum_I\frac{|\langle I|H|0\rangle|^2}{E_I-E_0}.\qquad(1)$$

The argument only suggests this form. It does not exclude, for example, an average over several inverse denominators, and it fixes neither the sign, the numerical factor nor $E_0$. All of these follow from perturbation theory once the reference and the zeroth-order operator are specified.

Let $|0\rangle=\sum_A C_A|A\rangle$ be a real, normalized singlet CASSCF state. Its determinants $A$ have doubly occupied core orbitals $i,j$, empty virtual orbitals $a,b$, and all allowed occupations of the active orbitals $t,u$. Indices $p,q,r,s$ denote any orbital. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, the Hamiltonian is

$$H=\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,(E_{pq}E_{rs}-\delta_{qr}E_{ps}).$$

The density matrix $D_{pq}=\langle0|E_{pq}|0\rangle$ defines the mean-field matrix

$$f_{pq}=h_{pq}+\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|sq)\right].$$

The CASSCF energy does not change under rotations within the core, active or virtual block, and this freedom is used to make each block of $f$ diagonal. Then $\varepsilon_p=f_{pp}$ and $F_d=\sum_p\varepsilon_pE_{pp}$. The choice matters: discarding off-diagonal elements is a basis-dependent act, so MRMP2 is defined together with these canonical orbitals.

Let $|k\rangle$ be the eigenstates of $H$ within the CAS, $|0\rangle$ among them. Hirao's zeroth-order Hamiltonian is

$$H_0=\sum_k|k\rangle\langle k|F_d|k\rangle\langle k|+\sum_I|I\rangle E_I\langle I|,\qquad E_I=\sum_p n_p(I)\,\varepsilon_p .$$

It has $|0\rangle$ as an eigenstate, although $F_d$ itself generally does not. The eigenvalue is

$$E_0=\langle0|F_d|0\rangle=\sum_pD_{pp}\varepsilon_p=\sum_AC_A^2E_A.$$

With $V=H-H_0$, the first-order energy is $E_1=\langle0|V|0\rangle=E_{\rm CAS}-E_0$, so zeroth and first order together return the CASSCF energy.

Collecting the terms linear in $V$ in the Schrödinger equation gives

$$(H_0-E_0)|\Psi_1\rangle=-(V-E_1)|0\rangle,\qquad\langle0|\Psi_1\rangle=0.$$

Project first on another CAS eigenstate $k\neq0$. Both $\langle k|H|0\rangle$ and $\langle k|H_0|0\rangle$ vanish, so the right-hand side is zero and the component along $k$ can be set to zero. Now project on an external determinant. Since $\langle I|H_0|0\rangle=0$, we have $\langle I|V|0\rangle=\langle I|H|0\rangle$, and

$$(E_I-E_0)\langle I|\Psi_1\rangle=-\langle I|H|0\rangle .$$

Each coefficient is obtained by one division, with no linear system to solve:

$$|\Psi_1\rangle=-\sum_I|I\rangle\frac{\langle I|H|0\rangle}{E_I-E_0}.\qquad(2)$$

The second-order energy is $E_2=\langle0|V|\Psi_1\rangle=\langle0|H|\Psi_1\rangle$, which is equation (1). It requires $E_I\ne E_0$ for every coupled $I$. A near equality makes a coefficient large and the expansion unreliable; this is an intruder state.

All determinants with the same spatial occupations share one $E_I$. Within such a group the numerator is the squared length of the projection of $H|0\rangle$, which is the same in any orthonormal basis. The sum may therefore run over determinants or over spin-adapted configurations. "Uncontracted" means that the coefficients of different configurations are independent, not tied together by the $C_A$.

To bring out the orbital-energy differences, use

$$[E_{rr},E_{pq}]=\delta_{rp}E_{rq}-\delta_{rq}E_{pr}.$$

Multiplication by $\varepsilon_r$ and summation over $r$ give $[F_d,E_{pq}]=(\varepsilon_p-\varepsilon_q)E_{pq}$. Hence $E_{pq}|B\rangle$, when it does not vanish, has the $F_d$ energy $E_B+\varepsilon_p-\varepsilon_q$, and $E_{pq}E_{rs}|B\rangle$ has $E_B+\varepsilon_p-\varepsilon_q+\varepsilon_r-\varepsilon_s$. The term with $\delta_{qr}$ in $H$ is a one-electron operator, and absorbing it gives $h'_{pq}=h_{pq}-\frac12\sum_r(pr|rq)$. Let $Q$ project outside the CAS. Equation (2) becomes

$$\begin{aligned}|\Psi_1\rangle=-Q\sum_BC_B\Big[&\sum_{pq}\frac{h'_{pq}E_{pq}}{\varepsilon_p-\varepsilon_q+E_B-E_0}\\&+\frac12\sum_{pqrs}\frac{(pq|rs)E_{pq}E_{rs}}{\varepsilon_p-\varepsilon_q+\varepsilon_r-\varepsilon_s+E_B-E_0}\Big]|B\rangle.\end{aligned}\qquad(3)$$

Terms that vanish or return to the CAS are to be dropped before dividing, so a zero denominator among them is harmless. The shift $E_B-E_0$ is the difference between the orbital-energy sum of one reference determinant and its average over the reference. It disappears for a single determinant. With closed-shell Hartree–Fock orbitals the single excitations also decouple, and equation (3) reduces to ordinary MP2.

The energy can also be written as $E_2=\sum_{AB}C_AK_{AB}C_B$, with

$$K_{AB}=-\sum_I\frac{\langle A|H|I\rangle\langle I|H|B\rangle}{E_I-E_0}.$$

This is the second-order effective interaction within the CAS, here averaged over a fixed reference. The matrix is symmetric because $E_I-E_0$ does not depend on which reference determinant led to $I$; the shift $E_B-E_0$ in equation (3) ensures this.

CASPT2 starts from the full operator $F=\sum_{pq}f_{pq}E_{pq}$. Its zeroth-order Hamiltonian is

$$H_0^{\rm PT}=P_0FP_0+P_KFP_K+P_{SD}FP_{SD}+P_XFP_X .$$

Here $P_0=|0\rangle\langle0|$, $P_K$ covers the rest of the CAS, $P_{SD}$ the part outside the CAS of the span of all $E_{pq}E_{rs}|0\rangle$, and $P_X$ everything else. These functions are internally contracted: an excitation operator acts on the whole of $|0\rangle$, so the $C_A$ fix the relative coefficients of the determinants it produces. The value of $E_0$ is the same as before, because $D$ has no elements between blocks and $f$ is diagonal within the active block.

The form of $H$ shows that $H|0\rangle$ lies in the CAS plus the contracted space. The latter is thus large enough for the source term of the first-order equation. Let $\{\chi_m\}$ be an orthonormal basis of it, with linear dependences removed, and set $v_m=\langle\chi_m|H|0\rangle$ and $M_{mn}=\langle\chi_m|F-E_0|\chi_n\rangle$. The first-order coefficients obey $Mc=-v$, so

$$E_2^{\rm PT}=v^{T}c=-v^{T}M^{-1}v .\qquad(4)$$

The matrix $M$ is generally not diagonal, and a division per configuration is replaced by a linear system.

Which elements of $f$ survive between the blocks? Stationarity against core–virtual rotations gives $\langle0|[H,E_{ai}-E_{ia}]|0\rangle=0$. Since $E_{ia}|0\rangle=0$, and therefore $\langle0|E_{ai}=0$, this reduces to $\langle0|[H,E_{ai}]|0\rangle=0$. The one-electron part contributes $\sum_ph_{pa}D_{pi}=2h_{ia}$. In the two-electron part the two equivalent annihilation positions cancel the factor $\frac12$, leaving $\sum_{prs}(pa|rs)\Gamma_{pi,rs}$ with

$$\Gamma_{pi,rs}=\sum_{\sigma\tau}\langle0|a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{i\sigma}|0\rangle=2\delta_{pi}D_{rs}-\delta_{ri}D_{ps}.$$

The last form follows by moving $a_{i\sigma}$ to the left, where $\langle0|a_{i\sigma}=0$ because the core orbital is full. Adding the parts gives

$$0=2h_{ia}+2\sum_{rs}D_{rs}(ia|rs)-\sum_{ps}D_{ps}(pa|is)=2f_{ai}.$$

Core–virtual elements therefore vanish. The core–active and active–virtual conditions are instead $\langle0|HE_{ti}|0\rangle=0$ and $\langle0|HE_{at}|0\rangle=0$. They involve the active two-particle density and do not in general make $f_{ti}$ or $f_{at}$ zero. MRMP2 discards these elements; CASPT2 keeps them, and they couple excitation classes.

The effect of the space can be separated from that of the operator by using one zeroth-order operator $G$ for both spaces. Here $G$ is restricted to the external first-order space (at most two core holes and two virtual particles), which contains $QH|0\rangle$. Let $\Psi_1$ solve the uncontracted equation, and for real $\chi$ in that space define

$$J[\chi]=2\langle\chi|H|0\rangle+\langle\chi|G-E_0|\chi\rangle .$$

Since $QH|0\rangle=-(G-E_0)|\Psi_1\rangle$, completing the square gives

$$J[\chi]=E_2+\langle\chi-\Psi_1|G-E_0|\chi-\Psi_1\rangle .$$

If $G-E_0$ is positive on the external first-order space, restricting $\chi$ to contracted functions can only raise the minimum. This Hylleraas ordering compares spaces at fixed $G$. It does not order MRMP2 against CASPT2, whose operators differ, and neither energy is guaranteed to be an upper bound to the full CI energy.

The excitations $ij\to ab$ show the contraction error in closed form. The active electrons are spectators, so a determinant reached from $A$ has coupling $C_A$ times an antisymmetrized integral. Its denominator is $\Delta+\delta_A$, where

$$\Delta=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j,\qquad\delta_A=E_A-E_0 .$$

Let $x=(ai|bj)$ and $y=(aj|bi)$. Summing the squared antisymmetrized integral over spins gives $4x^2+4y^2-4xy$: four spin assignments allow each direct term, two allow the cross term. The unrestricted sum over $i,j,a,b$ counts each determinant four times, and exchanging $i$ and $j$ turns $y^2$ into $x^2$. One quarter of the spin sum is thus equivalent to $2x^2-xy$, and

$$E_{ij\to ab}^{\rm unc}=-\sum_{ijab}x(2x-y)\sum_A\frac{C_A^2}{\Delta+\delta_A}.\qquad(5)$$

For contracted functions with the same $F_d$, the commutator gives

$$(F_d-E_0)E_{ai}E_{bj}|0\rangle=E_{ai}E_{bj}(\Delta+F_d-E_0)|0\rangle .$$

Project this on another function of the class. The product of core–virtual operators then returns the core and virtual orbitals to their original filling and acts on the active electrons as a number $S$. What remains is $S(\Delta+\langle0|F_d|0\rangle-E_0)=S\Delta$. The contracted denominator is $\Delta$, and the sum over $A$ in equation (5) is replaced by $1/\Delta$.

Because $\sum_AC_A^2\delta_A=0$ and $1/x$ is convex for positive $x$,

$$\sum_A\frac{C_A^2}{\Delta+\delta_A}\ge\frac1\Delta,$$

when all denominators are positive. For $|\delta_A|\ll\Delta$ the relative excess is $\sum_AC_A^2\delta_A^2/\Delta^2$ to leading order. It vanishes for a single determinant, and also when the active orbital energies are degenerate, since all $\delta_A$ are then zero.

A chain of six sites and six electrons gives definite numbers. Its Hamiltonian contains hoppings, site energies, an on-site repulsion $U\sum_\mu n_{\mu\uparrow}n_{\mu\downarrow}$ and the interaction

$$\sum_{\mu<\nu}W_{\mu\nu}(n_\mu-1)(n_\nu-1),\qquad W_{\mu\nu}=\frac{U}{1+|\mu-\nu|}.$$

The hopping amplitudes alternate as 0.70, 1.00, 0.70, 1.00, 0.70 and enter with a minus sign. Energies are in units of the strong hopping, and $U=3.00$. A site energy of 0.30 on the first site removes inversion and particle–hole symmetry. The reference is CASSCF with two electrons in two orbitals, above two core orbitals and below two virtual ones.

The active natural occupations are 1.590 and 0.410, so one determinant would be a poor reference. In canonical orbitals, the determinants with active occupations 20 and 02 have weights 0.78810 and 0.20122; the two open-shell determinants have 0.00534 each. Their shifts $\delta_A$ are $-0.39767$, $1.52751$ and $0.56492$, and the weighted mean is

$$0.78810(-0.39767)+0.20122(1.52751)+2(0.00534)(0.56492)\approx0,$$

as the definition of $E_0$ requires. For the lowest pair excitation, with $i=j$ the upper core orbital and $a=b$ the lower virtual one, $\Delta=2(3.28253+0.18704)=6.939$. Its averaged inverse denominator is

$$\frac{0.78810}{6.541}+\frac{0.01068}{7.504}+\frac{0.20122}{8.467}=0.1457,$$

compared with $1/\Delta=0.1441$, an increase of 1.1%. Over the whole $ij\to ab$ class, the energy changes from $-0.067260$ with plain denominators to $-0.067822$ with spectator shifts, 0.8% in magnitude.

The contrast between the two methods has two parts, which four second-order energies separate:

| Operator | Uncontracted | Contracted |
|---|---:|---:|
| diagonal $F_d$ | $-0.18825$ (MRMP2) | $-0.18769$ |
| full $F$ | $-0.19291$ | $-0.19242$ (CASPT2) |

Going from MRMP2 to the full operator in the uncontracted space lowers the energy by 0.00466; contracting the space then raises it by 0.00049. In this model the discarded Fock elements matter about ten times as much as contraction. The largest core–active element is 0.136 and the largest active–virtual element 0.154. The sign and size of their effect are results for this model, not general rules.

The smallest $E_I-E_0$ is 1.77, and the lowest eigenvalue of $F-E_0$ on the uncontracted first-order space is 1.72. There is no intruder, and the Hylleraas ordering applies to both rows. As a test of the perturbation theory, second derivatives at $\lambda=0$ of the eigenvalues of $H_0+\lambda(H-H_0)$ were computed for both methods; half of each reproduces the corresponding second-order energy.

The spaces differ more in dimension than in energy. The uncontracted space has 232 determinants and contains 99 independent singlets; the contracted space has 72 functions. Contracted functions are singlets too, because $E_{pq}$ conserves spin and $|0\rangle$ is a singlet. In every class except two core holes with two virtual particles, the two singlet dimensions agree, so the spaces coincide. In the remaining class there are 37 singlets but 10 contracted functions. The whole contraction effect for $F_d$, 0.00056, therefore comes from the spectator denominators of $ij\to ab$. This is a property of the small active space used here, not of contraction in general. The part of the MRMP2 function $\Psi_1$ outside the contracted space has norm 0.0079, against 0.188 for all of $\Psi_1$.

Two classes contribute nothing to the printed precision: one core hole without a virtual particle, and one virtual particle without a core hole. Stationarity explains this. The overlaps

$$\langle0|E_{iu}E_{ti}|0\rangle=2\delta_{tu}-D_{tu},\qquad\langle0|E_{ua}E_{at}|0\rangle=D_{ut}$$

are nonsingular when no active natural occupation is 0 or 2. The four functions $E_{ti}|0\rangle$ and the four functions $E_{at}|0\rangle$ are then independent and fill their four-dimensional singlet classes. CASSCF stationarity makes their coupling through $H$ vanish. With full $F$, the elements $f_{ti}$ and $f_{at}$ can still bring these functions into $\Psi_1$ indirectly.

The CASSCF energy is $-3.0598$ and the full CI energy of the same model is $-3.3809$, a difference of $-0.3211$. MRMP2 recovers $0.1882/0.3211=59\%$ of it and CASPT2 60%. The 0.004 between the two methods is small beside the 0.13 that both miss, so this example gives no ground for ranking them.

The spectator shifts also affect additivity. Place a closed-shell fragment, described by Hartree–Fock, beside a CAS fragment with no interaction or hopping between them. A double excitation on the closed shell should cost its own $\Delta$. In MRMP2, however, each determinant of the distant CAS fragment changes the denominator to $\Delta+\delta_A$. For a single pair excitation with MP2 energy $e$, the additivity error is

$$e\left[\sum_A\frac{C_A^2\Delta}{\Delta+\delta_A}-1\right].\qquad(6)$$

In CASPT2 the contracted double excitation multiplies the whole distant state, whose mean shift is zero. Singly excited closed-shell functions do not enter, because $f_{ai}=0$ on that fragment, and $F$ has no elements between fragments. The two energies therefore add in this arrangement. The argument does not cover two fragments that both need an active space.

Take as closed shell a dimer with hopping 1.50 and the same $U$, so that $W_{12}=1.50$. Its orbitals are the even and odd site combinations, which gives $(ai|ai)=\frac12(U-W_{12})=0.75$. The denominator is 9.00, and the MP2 energy is $-0.75^2/9.00=-0.0625$. The other fragment is a four-site chain with hoppings 0.70, 1.00, 0.70 and a site energy of 0.30 on one end, holding four electrons, with two electrons in two active orbitals above one core orbital. MRMP2 gives $-0.100960$ for the chain alone and $-0.164095$ for the pair of fragments, so the error is

$$-0.164095-(-0.100960-0.062500)=-0.000635,$$

or 1.0% of the dimer's MP2 energy. Equation (6), evaluated with the weights and shifts of the isolated chain, gives the same value. The CASPT2 error is about $5\times10^{-12}$ in magnitude, which is numerical noise. The output lists the chain and pair energies of both methods; the chain's weights and shifts are computed in the program but not printed.

The independent coefficients of MRMP2 thus have a price. Together with the diagonal $F_d$ they need no linear system, and each configuration responds separately, but with a one-electron $H_0$ that response includes the orbital-energy spread of electrons that take no part in the excitation. For the excitations $ij\to ab$, contraction averages this spread away, at the cost of fixing the internal ratios of $|0\rangle$; CASPT2 as a whole, with its contracted functions and full $F$, requires solving coupled equations.

## Table of computed values

```
All energies in units of the strong hopping t
strong, weak hopping: 1.00, 0.70; U: 3.00
site energy of site 1: 0.30; other sites: 0
orbital energies (2 core, 2 active, 2 virtual):
  -0.78848  -0.18704  1.11939  2.08198  3.28253  3.86037
active natural occupations: 1.59038, 0.40962
CAS determinants: active occupations, weight, E_A - E0
  2 0  0.78810  -0.39767
  1 1  0.00534  0.56492
  1 1  0.00534  0.56492
  0 2  0.20122  1.52751
E0 (mean orbital-energy sum): 0.68541
largest |f| core-active: 0.13564
largest |f| active-virtual: 0.15439
smallest E_I - E0: 1.76548
lowest eigenvalue of full F - E0, external: 1.71555
CASSCF energy: -3.059789
full CI energy: -3.380937
full CI minus CASSCF: -0.321148
E2 diagonal F, uncontracted (MRMP2): -0.188249
E2 diagonal F, contracted: -0.187687
E2 full F, uncontracted: -0.192907
E2 full F, contracted (CASPT2): -0.192420
E2 from eigenvalue derivative, MRMP2: -0.188249
E2 from eigenvalue derivative, CASPT2: -0.192420
CASSCF+MRMP2 total: -3.248038
CASSCF+CASPT2 total: -3.252209
norm of MRMP2 first-order function: 0.188256
norm of its part outside contracted space: 0.007946
holes particles determinants singlets contracted E2unc E2con (diag F)
  0 1    8    4    4  -0.000000  -0.000000
  0 2    4    3    3  -0.001977  -0.001977
  1 0    8    4    4  -0.000000  -0.000000
  1 1   40   16   16  -0.100281  -0.100281
  1 2   40   16   16  -0.008313  -0.008313
  2 0    4    3    3  -0.001201  -0.001201
  2 1   40   16   16  -0.008656  -0.008656
  2 2   88   37   10  -0.067822  -0.067260
totals: 232 determinants, 99 singlets, 72 contracted
ij->ab energy, spectator denominators: -0.067822
ij->ab energy, plain denominators: -0.067260
Dimer (hopping 1.50) beside four-site chain:
  dimer MP2: -0.062500; its denominator: 9.00000
  MRMP2 chain, both: -0.100960, -0.164095
  CASPT2 chain, both: -0.101440, -0.163940
  additivity error MRMP2: -0.000635; predicted: -0.000635
  additivity error CASPT2, magnitude: 4.9e-12
```
